# Elimination of closed channels in multichannel quantum defect theory, part 1

(Sections cited here and not found follow in the second part.)

In a model atom with three channels, at the energy \(E=0.005\) hartree (0.136 eV) above the first ionization threshold, one channel is open and two are closed. Matching the regular solutions to Coulomb functions at the edge of the core, \(r_0=4\) bohr, gives a reaction-matrix element \(K_{11}=0.6654\), which hardly depends on energy: it is \(0.6753\) at \(E=-0.0341\) hartree and \(0.6565\) at \(E=0.032\) hartree. Solving the same equations on a grid out to 250 bohr and reading off the tangent of the phase shift gives \(1.0910\). The difference comes from the two channels in which the electron cannot escape, and the theorem below fixes it exactly.

## Setting and conventions

Hartree atomic units are used. An electron moves outside a core of charge \(+1\). Channel \(i=1,\dots,N\) has threshold \(E_i\), integer angular momentum \(l_i\ge 0\) and channel energy \(\varepsilon_i=E-E_i\neq 0\). The radial functions obey
\[
u_i''=\Big[\frac{l_i(l_i+1)}{r^2}-\frac{2}{r}-2\varepsilon_i\Big]u_i+2\sum_j V_{ij}(r)\,u_j . \tag{1}
\]
A channel is open (label \(o\)) if \(\varepsilon_i=k_i^2/2>0\) and closed (label \(c\)) if \(\varepsilon_i=-1/(2\nu_i^2)<0\). In a closed channel \(\beta_i=\pi(\nu_i-l_i)\). The Wronskian is \(\mathcal W(u,v)=uv'-u'v\), taken with respect to \(r\) unless a subscript says otherwise. It is constant for two solutions of one equation \(u''=q u\), because \(\mathcal W'=uv''-u''v=0\).

The assumptions are these.

(A1) \(V\) is real and symmetric and vanishes for \(r\ge r_0\).

(A2) The solutions of (1) that vanish at the origin form a space of dimension \(N\). A real basis is written as the columns of a matrix \(u(r)\), and \(u'\) is bounded at the origin. If \(V\) is a polynomial near the origin that starts at order \(r^2\) and the \(l_i\) differ by at most 3, as in the example, such solutions are power series: a column that starts at \(r^{l_i+1}\) first feeds channel \(j\) at order \(r^{l_i+5}\), beyond the order \(r^{l_j+1}\) at which the denominator \(n(n-1)-l_j(l_j+1)\) of the recursion vanishes. For larger differences logarithmic terms can appear.

(A3) \(\nu_i>l_i\) in every closed channel.

(A4) The matrix \(I\) of Lemma 1 is invertible, so that \(K\) is finite.

In an open channel the reference pair is \(f=(2/\pi k)^{1/2}F_l\), \(g=-(2/\pi k)^{1/2}G_l\). Here \(F_l\) is the regular Coulomb function with \(F_l\to\sin\theta_l\), and \(G_l\to\cos\theta_l\), where \(\theta_l=kr+k^{-1}\ln 2kr-l\pi/2+\arg\Gamma(l+1-i/k)\); Lemma 4 confirms this phase. Since \(\theta_l'\to k\), one has \(F'G-FG'=k\), and so \(\mathcal W(f,g)=(2/\pi k)\,k=2/\pi\).

In a closed channel put \(z=2r/\nu\), \(\mu=l+\tfrac12\), and let \(l\) be real for the moment, with \(\nu>l>-\tfrac12\). With \((a)_n=a(a+1)\cdots(a+n-1)\) define
\[
\mathbf M(a,b,z)=\sum_{n=0}^\infty\frac{(a)_n\,z^n}{n!\,\Gamma(b+n)},\qquad
f_l=\Big[\frac{\nu\,\Gamma(\nu+l+1)}{\Gamma(\nu-l)}\Big]^{1/2}z^{l+1}e^{-z/2}\,\mathbf M(l+1-\nu,\,2l+2,\,z), \tag{2}
\]
let \(f_{-l-1}\) be the same expression with \(l\) replaced by \(-l-1\), and set
\[
f=f_l,\qquad g=\frac{f_l\cos 2\pi\mu-f_{-l-1}}{\sin 2\pi\mu}, \tag{3}
\]
where the limit in \(l\) is meant when \(l\) is an integer. Lemma 3 shows that the limit exists, and Lemma 4 explains the choice. Symbols such as \(f\), \(g\), \(\sin\beta\), \(\tan\pi\nu\) also denote the diagonal matrices of the channel values.

## The theorem

**Theorem.** Let (A1)–(A4) hold at the energy \(E\), and let \(K=K(E)\) be the matrix for which the regular solutions are \(f-gK\) at \(r\ge r_0\).

(a) Let at least one channel be open, let no \(\nu_i\) be a half-integer, and let \(\tan\pi\nu+K_{cc}\) be invertible. Then the regular solutions that do not grow in the closed channels have a basis whose open rows are \(f_o-g_oK_{\rm phys}\), with
\[
K_{\rm phys}=K_{oo}-K_{oc}\,(\tan\pi\nu+K_{cc})^{-1}K_{co}. \tag{4}
\]
The closed rows are \(-\chi\,a\), where \(\chi\) is the decaying function of Lemma 3, \(a=(\cos\beta)^{-1}Z_c\) and \(Z_c=-(\tan\pi\nu+K_{cc})^{-1}K_{co}\).

(b) Let all channels be closed. Then \(E\) is a bound level if and only if \(\det(\sin\beta+\cos\beta\,K)=0\). If no \(\nu_i\) is a half-integer, this is equivalent to
\[
\det(\tan\pi\nu+K)=0. \tag{5}
\]

The statement is exact at each energy when \(K\) is taken at that energy, and it does not need \(K\) to vary slowly. The plus sign in \(\tan\pi\nu+K\) belongs to the convention \(f-gK\) with the pair defined above.

## The short-range matrix

**Lemma 1.** For \(r\ge r_0\), \(u=fI-gJ\) with the constant matrices \(I=\frac{\pi}{2}(g'u-gu')\) and \(J=\frac{\pi}{2}(f'u-fu')\). Under (A4), \(K=JI^{-1}\) is real, symmetric and independent of the basis \(u\).

*Proof.* For \(r\ge r_0\) the equations decouple, and \(f_i,g_i\) are independent solutions in channel \(i\), because their Wronskian is \(2/\pi\) (Lemma 3 for closed channels). Hence \(u=fI-gJ\) and \(u'=f'I-g'J\) with constant real \(I,J\). Diagonal matrices commute, so \(g'u-gu'=(fg'-f'g)I=\frac{2}{\pi}I\) and \(f'u-fu'=(fg'-f'g)J=\frac{2}{\pi}J\). A change of basis \(u\to ub\) sends \(I\to Ib\), \(J\to Jb\) and leaves \(JI^{-1}\) unchanged.

Write (1) as \(u''=Pu\), with \(P\) symmetric by (A1), and let \(Q=u^{T}u'-u'^{T}u\). Then \(Q'=u^TPu-u^TP^Tu=0\), and \(Q\to0\) at the origin by (A2), so \(Q=0\) everywhere. Outside \(r_0\),
\[
Q=(I^Tf-J^Tg)(f'I-g'J)-(I^Tf'-J^Tg')(fI-gJ).
\]
The \(I^T\cdots I\) and \(J^T\cdots J\) terms cancel. The others are \(-I^T(fg'-f'g)J+J^T(fg'-f'g)I=\frac{2}{\pi}(J^TI-I^TJ)\). Thus \(J^TI=I^TJ\). Multiplying by \((I^T)^{-1}\) from the left and \(I^{-1}\) from the right gives \((JI^{-1})^T=JI^{-1}\). ∎

The columns of \(uI^{-1}=f-gK\) are regular at the origin, but nothing has been asked of them at infinity, and in closed channels they in general grow exponentially.

## The Coulomb pair below threshold

**Lemma 2.** For real \(a,b\), \(\;e^{-z}z^{\,b-a}\,\mathbf M(a,b,z)\to 1/\Gamma(a)\) as \(z\to+\infty\).

*Proof.* If \(a=-m\) is zero or a negative integer, the series stops at \(n=m\), the left side tends to zero, and \(1/\Gamma(a)=0\). Otherwise \((a)_n=\Gamma(a+n)/\Gamma(a)\), and
\[
\Gamma(a)\,e^{-z}\,\mathbf M=\sum_n h(n)\,\frac{e^{-z}z^n}{n!},\qquad h(n)=\frac{\Gamma(a+n)}{\Gamma(b+n)}.
\]
This is the mean of \(h\) over a Poisson distribution with mean and variance \(z\). Stirling's formula gives \(h(n)=n^{a-b}[1+O(1/n)]\). For \(|n-z|<z^{2/3}\) this equals \(z^{a-b}[1+o(1)]\), and the weight of that range tends to 1. Outside it the Poisson weight falls like \(\exp(-\text{const}\cdot z^{1/3})\), faster than any power, while \(h\) is bounded by a power of \(n\). The mean is therefore \(z^{a-b}[1+o(1)]\). ∎

For a solution \(v\) of the closed-channel equation define the growth coefficient \(\gamma[v]=\lim_{z\to\infty}v\,z^{\nu}e^{-z/2}\).

**Lemma 3.** Let \(\nu>l\) and \(C=\pi^{-1}[\nu\,\Gamma(\nu+l+1)\Gamma(\nu-l)]^{1/2}>0\). For non-integer \(2\mu\) and for integer \(l\ge0\):

(i) \(f\) and \(g\) solve the Coulomb equation, and \(\mathcal W(f,g)=2/\pi\);

(ii) \(\gamma[f]=C\sin\beta\) and \(\gamma[g]=-C\cos\beta\);

(iii) a solution is square-integrable at infinity if and only if \(\gamma=0\), and then it is a multiple of \(\chi=-(f\cos\beta+g\sin\beta)\), which behaves as \(\chi\sim(\nu/\pi C)\,z^{\nu}e^{-z/2}\).

*Proof.* Step 1, the equation. With \(r=\nu z/2\) one has \(d^2/dr^2=(4/\nu^2)\,d^2/dz^2\), and each term of the bracket in (1) carries the same factor \(4/\nu^2\). This leaves \(v_{zz}=[l(l+1)/z^2-\nu/z+\frac14]v\). Put \(v=pw\) with \(p=z^{l+1}e^{-z/2}\). Then \(p_z/p=(l+1)/z-\frac12\) and \(p_{zz}/p=l(l+1)/z^2-(l+1)/z+\frac14\). Inserting \(v_{zz}=pw_{zz}+2p_zw_z+p_{zz}w\) and multiplying by \(z/p\) gives Kummer's equation
\[
zw_{zz}+(b-z)w_z-aw=0,\qquad a=l+1-\nu,\quad b=2l+2 .
\]
A series \(\sum t_nz^n\) solves it if \((n+1)(n+b)t_{n+1}=(n+a)t_n\), which the coefficients in (2) satisfy. Since \(l(l+1)\) is unchanged under \(l\to-l-1\), \(f_{-l-1}\) solves the same equation for \(v\).

Step 2, the Wronskian for non-integer \(2\mu\). Call the square roots in \(f_l\) and \(f_{-l-1}\) \(\alpha\) and \(\alpha'\). Their gamma functions are reciprocal, so \(\alpha\alpha'=\nu\). At small \(z\), \(f_l\simeq\alpha z^{l+1}/\Gamma(1+2\mu)\) and \(f_{-l-1}\simeq\alpha'z^{-l}/\Gamma(1-2\mu)\). Higher terms add positive powers of \(z\) to the Wronskian, which vanish as \(z\to0\). With \(\Gamma(1+x)\Gamma(1-x)=\pi x/\sin\pi x\),
\[
\mathcal W_z(f_l,f_{-l-1})=\frac{\nu\,[-l-(l+1)]}{\Gamma(1+2\mu)\Gamma(1-2\mu)}=-\frac{\nu}{\pi}\sin2\pi\mu .
\]
The factor \(dz/dr=2/\nu\) turns this into \(-(2/\pi)\sin2\pi\mu\), and (3) gives \(\mathcal W(f,g)=-\mathcal W(f_l,f_{-l-1})/\sin2\pi\mu=2/\pi\).

Step 3, the growth for non-integer \(2\mu\). For \(f_l\), \(a-b=-l-1-\nu\), so Lemma 2 gives \(\gamma[f_l]=\alpha/\Gamma(l+1-\nu)\). The reflection formula \(1/\Gamma(1-x)=\Gamma(x)\sin(\pi x)/\pi\) with \(x=\nu-l\) yields \(\gamma[f_l]=\alpha\Gamma(\nu-l)\sin\beta/\pi=C\sin\beta\). This holds for integer \(l\) as well. For \(f_{-l-1}\), \(a=-l-\nu\) and \(a-b=l-\nu\), so \(\gamma=\alpha'/\Gamma(-l-\nu)\). Now \(x=\nu+l+1\), \(\pi x=\beta+2\pi\mu\), and \(\alpha'\Gamma(\nu+l+1)/\pi=C\) again. Therefore
\[
\gamma[g]=C\,\frac{\sin\beta\cos2\pi\mu-\sin(\beta+2\pi\mu)}{\sin2\pi\mu}=-C\cos\beta .
\]

Step 4, the decaying solution when \(\sin\beta\ne0\), for any \(l\). The solution \(y=f/(C\sin\beta)\) has \(\gamma[y]=1\) and no zeros at large \(z\). Define \(W=y\int_z^\infty dz'/y^2\). Differentiation gives \(\mathcal W_z(y,W)=-1\); the vanishing derivative of this constant is \(yW_{zz}-y_{zz}W\), so \(W\) is a solution. Because \(y^{-2}\sim z^{2\nu}e^{-z}\), whose integral from \(z\) is asymptotic to the integrand, \(W\sim z^{\nu}e^{-z/2}\). This is the Whittaker function \(W_{\nu,\mu}(z)\). Every solution is \(\gamma y+cW\), and it is square-integrable at infinity exactly when \(\gamma=0\). For non-integer \(2\mu\), \(\gamma[\chi]=-C(\sin\beta\cos\beta-\cos\beta\sin\beta)=0\), so \(\chi=\mathcal N W\). The constant follows from two evaluations of one Wronskian: \(\mathcal W(f,\chi)=-\frac{2}{\pi}\sin\beta\) from the definition of \(\chi\), and \(\mathcal W(f,\chi)=\frac{2}{\nu}\,C\sin\beta\,\mathcal N\,(-1)\). Hence \(\mathcal N=\nu/\pi C\).

Step 5, integer \(l=l_0\). Take first \(\nu\) not an integer. For \(l\) near \(l_0\), Step 4 gives \(g=-(\mathcal NW+f\cos\beta)/\sin\beta\). The function \(f\) is continuous in \(l\) and the estimate of Lemma 2 is uniform for \(l\) near \(l_0\), so the integral defining \(W\) is continuous in \(l\) at large \(z\), and then at every \(z>0\) by continuous dependence of solutions on a parameter. The limit of \(g\) exists and obeys the same formula, which gives \(\gamma[g]=-C\cos\beta\) and (iii). The numerator of (3) is analytic in \(l\) and \(\nu\) near \(l_0\), since \(1/\Gamma\) is entire and \(\alpha,\alpha'\) are analytic for \(\nu>l\). It must vanish at \(l_0\) for non-integer \(\nu\), because the quotient has a limit, and by continuity it vanishes there for every \(\nu>l_0\). The simple zero of \(\sin 2\pi\mu\) is thus cancelled, \(g\) is analytic in \(l\) at \(l_0\) for every \(\nu>l_0\), and the differential equation and \(\mathcal W(f,g)=2/\pi\) pass to the limit.

Step 6, \(\sin\beta=0\), for any \(l\). Then \(\nu-l=m+1\), \(a=-m\), \(\cos\beta=(-1)^{m+1}\), and the series ends with the term \((-1)^mz^m/\Gamma(\nu+l+1)\), since \((-m)_m=(-1)^mm!\) and \(b+m=\nu+l+1\). Because \(\alpha/\Gamma(\nu+l+1)=\nu/\pi C=\mathcal N\), one has \(f\sim-\cos\beta\,\mathcal N z^\nu e^{-z/2}\). Define \(W\) by \(f=-\cos\beta\,\mathcal NW\); then \(\chi=-f\cos\beta=\mathcal NW\). The solution \(y=W\int_{z_1}^z dz'/W^2\), with \(z_1\) beyond the last zero of \(W\), has \(\gamma[y]=1\) and \(\mathcal W_z(W,y)=1\). Writing \(g=\gamma y+cW\), the Wronskian gives \(\frac{2}{\pi}=-\frac{2}{\nu}\cos\beta\,\mathcal N\gamma\), so \(\gamma=-C/\cos\beta=-C\cos\beta\). ∎

The program tests (ii) at \(\nu=2.6\), \(l=0.3\) by summing the series at large \(z\) and extrapolating in \(1/z\). It finds \(0.8088\) against \(\sin\beta=0.8090\), and \(-0.5876\) against \(-\cos\beta=-0.5878\), within the tolerance \(10^{-3}\) allowed for the remaining \(1/z^2\) term. For \(\nu=3.3\), \(l=1\), outward numerical integration to 150 bohr gives \(f/g=-1.37638192\), equal to \(-\tan\pi\nu\) in all digits shown.

## Proof of the theorem

Every regular solution is \(uc\) for a constant vector \(c\). By (A4) it equals \((f-gK)Z\) for \(r\ge r_0\), with \(Z=Ic\), and it vanishes identically only if \(Z=0\). Put \(Y=KZ\). Row \(i\) is \(f_iZ_i-g_iY_i\). In a closed channel Lemma 3, which applies by (A3), gives its growth coefficient as \(C_i(\sin\beta_i\,Z_i+\cos\beta_i\,Y_i)\). Since \(C_i>0\), the solution does not grow if and only if
\[
\sin\beta\,Z_c+\cos\beta\,(K_{co}Z_o+K_{cc}Z_c)=0 . \tag{6}
\]

*Closed rows.* Define \(a_i=\cos\beta_i\,Z_i-\sin\beta_i\,Y_i\). Using (6) in the form \(\cos\beta_iY_i=-\sin\beta_iZ_i\), one finds \(a_i\cos\beta_i=\cos^2\beta_iZ_i+\sin^2\beta_iZ_i=Z_i\) and \(a_i\sin\beta_i=-\cos^2\beta_iY_i-\sin^2\beta_iY_i=-Y_i\). The row is \(a_i(f_i\cos\beta_i+g_i\sin\beta_i)=-a_i\chi_i\).

*Part (a).* For integer \(l_i\), \(\cos\beta_i=0\) exactly when \(\nu_i\) is a half-integer, and \(\tan\beta_i=\tan\pi\nu_i\) because the tangent has period \(\pi\). Multiplying (6) by \((\cos\beta)^{-1}\) gives \((\tan\pi\nu+K_{cc})Z_c=-K_{co}Z_o\). The matrix on the left is invertible, so \(Z_o\) is free and determines \(Z_c\). Choosing the columns of the unit matrix for \(Z_o\) gives a basis with the stated \(Z_c\). Its open rows are \(f_o-g_o(K_{oo}+K_{oc}Z_c)\), which is (4).

*Part (b).* With no open channel (6) reads \((\sin\beta+\cos\beta\,K)Z=0\). A bound state is a nonzero regular solution that is square-integrable in every channel, so it exists if and only if this system has a solution \(Z\neq0\), that is, if the determinant vanishes. The degeneracy is the dimension of the null space. If every \(\cos\beta_i\neq0\), then \(\det(\sin\beta+\cos\beta K)=\prod_i\cos\beta_i\cdot\det(\tan\pi\nu+K)\), which gives (5). ∎

The core fixes, through \(K\), the ratio of \(g\) to \(f\) with which an electron leaves \(r_0\). The Coulomb field of a closed channel accepts only the ratio in \(\chi\), set by \(\beta\), and returns the electron to the core. Equation (6) makes the two agree, and \(K_{oc}Z_c\) is the contribution of these excursions to the open channels.

## Consequences and failures of the hypotheses

**Remark 1 (symmetry and unitarity).** The transpose of (4) is (4), because \(K_{oc}^T=K_{co}\) and the inverse of a symmetric matrix is symmetric. In an open channel
\[
fZ-gY\to\Big(\frac{2}{\pi k}\Big)^{1/2}\frac{1}{2i}\Big[e^{i\theta}(Z+iY)-e^{-i\theta}(Z-iY)\Big].
\]
The scattering matrix relative to the Coulomb phases maps \(Z_o-iY_o\) to \(Z_o+iY_o\), so \(S=(1+iK_{\rm phys})(1-iK_{\rm phys})^{-1}\). For any complex \(Z\) obeying (6), \(Z^\dagger Y=Z^\dagger KZ\) is real, and each closed term \(Z_i^*Y_i=-|a_i|^2\cos\beta_i\sin\beta_i\) is real. Hence \(\operatorname{Im}Z_o^\dagger Y_o=0\) and \(|Z_o+iY_o|^2-|Z_o-iY_o|^2=-4\operatorname{Im}Z_o^\dagger Y_o=0\). Outgoing and incoming norms are equal, whether or not (4) is finite.

We have proved that formula (4) eliminates the closed channels exactly and that the determinant condition in part (b) of the theorem gives the bound levels, and we have shown that the outgoing and incoming norms are equal. What remains is to treat the poles of \(K_{\rm phys}\) and the cases where the hypotheses fail, to prove that \(K(E)\) is continuous through a threshold, and to work through the three-channel example.

Numerical values quoted here were computed with a short program.
